Length–Velocity Equality and the f-Sum Rule in Time-Dependent Hartree–Fock

**1. What dimensions and symmetry fix**

An oscillator strength f is a pure number. From an excitation frequency ω, the electron mass m, ħ and a transition moment D of the coordinate x, with the dimension of length, the number quadratic in D is mωD²/ħ. From a transition moment P of the derivative ∂ ≡ ∂/∂x, an inverse length, it is ħP²/(mω). Up to a common numerical factor, which Section 3 shows to be 2, these are the length and velocity forms. They agree if P = ±mωD/ħ.

Symmetry fixes how the moments are built. In real orbitals x has a symmetric matrix and ∂ an antisymmetric one. A mode of time-dependent Hartree–Fock theory (TDHF) has an amplitude X for occupied-to-virtual elements of the density matrix and Y for the reverse elements. Hence x must select X+Y and ∂ must select X−Y. Whether the two moments satisfy P = mωD/ħ (in atomic units, P = ωD) is a question about the dynamics, because the Hartree–Fock exchange operator is nonlocal and does not commute with x.

Hartree atomic units are used from here on. N electrons move in a real, local external potential v, and the reference is a stationary Hartree–Fock determinant with real spin orbitals: i, j, k occupied, a, b virtual, p, q, r, s either. A large box, at whose walls the orbitals vanish, makes the spectrum discrete; as it grows, sums over states come to include integrals over the continuum. Infinite sums are understood as limits of finite ones.

**2. The equations for X+Y and X−Y**

Let (pq|rs) be the repulsion integral with φ_pφ_q at point 1 and φ_rφ_s at point 2, spin sums included. For a density matrix γ = Σ γ_rs |r⟩⟨s| the Fock matrix is

F_pq = h_pq + Σ_rs γ_rs [(pq|rs) − (pr|sq)], h = −½∇² + v. (1)

The TDHF equation is i dγ/dt = [F(γ), γ]. Write γ = γ₀ + δγ, with γ₀ = Σ_i |i⟩⟨i|. A determinant has γ² = γ, so to first order γ₀δγ + δγγ₀ = δγ. In the occupied block this reads 2δγ = δγ, and in the virtual block 0 = δγ; both blocks vanish. The part of δγ varying as e^(−iωt) is therefore

δγ = Σ_ai (X_ai |a⟩⟨i| + Y_ai |i⟩⟨a|). (2)

The linearized equation is ωδγ = [F₀, δγ] + [δF, γ₀]. Its ai and ia elements are

ωX_ai = (ε_a−ε_i)X_ai + δF_ai,
ωY_ai = −(ε_a−ε_i)Y_ai − δF_ia. (3)

Inserting (2) in (1) gives

δF_ai = Σ_bj {[(ai|bj) − (ab|ij)]X_bj + [(ai|bj) − (aj|bi)]Y_bj},

and δF_ia is the same expression with X and Y exchanged. Thus

AX + BY = ωX, BX + AY = −ωY, (4)

A_ai,bj = (ε_a−ε_i)δ_abδ_ij + (ai|bj) − (ab|ij),
B_ai,bj = (ai|bj) − (aj|bi). (5)

Let u = X+Y and w = X−Y. Adding and subtracting equations (4) gives

(A+B)u = ωw, (A−B)w = ωu. (6)

The Coulomb term (ai|bj) cancels from

(A−B)_ai,bj = (ε_a−ε_i)δ_abδ_ij − (ab|ij) + (aj|bi), (7)

but exchange remains. The proof depends on this remainder.

Assume that A+B and A−B are positive definite in the space that x can excite. The symmetric matrix (A−B)^½(A+B)(A−B)^½ then has positive eigenvalues ω_n² and a complete orthonormal set of eigenvectors Z_n. Put

u_n = ω_n^(−½)(A−B)^½ Z_n, w_n = ω_n^½(A−B)^(−½) Z_n. (8)

Direct substitution verifies both equations (6). Also u_m·w_n = δ_mn, which for m = n is the normalization X·X − Y·Y = 1. Completeness of the Z_n gives

Σ_n u_n w_nᵀ = 1,
Σ_n ω_n u_n u_nᵀ = A−B,
Σ_n ω_n⁻¹ w_n w_nᵀ = (A−B)⁻¹. (9)

**3. Transition moments and the factor 2**

Let x and g also denote the vectors x_ai = ⟨a|x|i⟩ and g_ai = ⟨a|∂|i⟩. Since the orbitals vanish at the walls, integration by parts gives ⟨i|∂|a⟩ = −g_ai. The traces of x and ∂ with (2) are

D_n = Σ_ai x_ai(X_ai + Y_ai) = x·u_n,
P_n = Σ_ai (−g_ai X_ai + g_ai Y_ai) = −g·w_n. (10)

The numerical factor in f follows from the response to a field E of frequency ν, which adds Ex to F. It adds Ex to the left side of both equations (4), with ω replaced by ν. Their sum and difference are

(A+B)u + 2Ex = νw, (A−B)w = νu. (11)

Expand u = Σ c_n u_n and w = Σ d_n w_n. By (6), the second equation gives ω_n d_n = νc_n. The scalar product of the first with u_n gives ω_n c_n + 2ED_n = νd_n. Eliminating d_n,

c_n = −2Eω_n D_n/(ω_n² − ν²).

The electron has charge −1, so the induced dipole is −x·u = −Σ c_n D_n, and the polarizability is

α(ν) = Σ_n f_n/(ω_n² − ν²), f_n = 2ω_n D_n². (12)

This is the response of classical oscillators with weights f_n. The length, velocity and mixed forms are

f_L = 2ωD², f_V = 2P²/ω, f_M = 2DP. (13)

They coincide for a mode if P = ωD. The physical content is simple: ⟨x⟩ oscillates with amplitude D and the momentum −i∂ with amplitude −iP, so P = ωD says that the mean velocity equals the mean momentum.

**4. The central identity**

The claim is that, in a complete basis,

(A−B)x = −g. (14)

By (7), the left side has elements

(ε_a−ε_i)x_ai − Σ_bj (ab|ij)x_bj + Σ_bj (aj|bi)x_bj. (15)

Completeness removes the virtual orbitals from the sums:

Σ_b φ_b x_bj = xφ_j − Σ_k φ_k x_kj. (16)

In the first sum φ_b stands at point 1, in the second at point 2. With r₁₂ the distance between the points,

Σ_bj (ab|ij)x_bj = Σ_j ∫∫ φ_a(1)φ_j(1) x₁ φ_j(2)φ_i(2)/r₁₂ − Σ_jk (ak|ij)x_kj,

Σ_bj (aj|bi)x_bj = Σ_j ∫∫ φ_a(1)φ_j(1) x₂ φ_j(2)φ_i(2)/r₁₂ − Σ_jk (aj|ki)x_kj.

Exchanging the names j and k in the last term, and using x_jk = x_kj, turns it into Σ_jk (ak|ij)x_kj. The two occupied–occupied terms are equal and cancel in (15). What remains is

[(A−B)x]_ai = (ε_a−ε_i)x_ai − W_ai, (17)

W_ai = Σ_j ∫∫ φ_a(1)φ_j(1)(x₁−x₂)φ_j(2)φ_i(2)/r₁₂. (18)

Now use the Fock equation. Since Fφ_a = ε_aφ_a and Fφ_i = ε_iφ_i,

(ε_a−ε_i)x_ai = ⟨a|[F, x]|i⟩. (19)

The external and Hartree potentials are local and commute with x. The kinetic energy gives

−½∇²(xφ) + ½x∇²φ = −∂φ.

The exchange operator K enters F with a minus sign, and

⟨a|[K, x]|i⟩ = Σ_j ∫∫ φ_a(1)φ_j(1)(x₂−x₁)φ_j(2)φ_i(2)/r₁₂ = −W_ai.

Therefore

(ε_a−ε_i)x_ai = −g_ai + W_ai. (20)

Substitution in (17) cancels W and proves (14). The exchange response in A−B compensates the nonlocality of the static exchange operator.

Since A−B is symmetric, (6), (10) and (14) give

ω_n D_n = x·(A−B)w_n = −g·w_n = P_n. (21)

All three forms in (13) therefore agree for every mode.

For one electron the result reduces to ordinary quantum mechanics. With a single occupied orbital, B = 0 by (5), and the terms (ai|bi) − (ab|ii) in A remove the mean field from the virtual orbitals, leaving A_ab = h_ab − ε_iδ_ab.

A nonlocal external potential, such as a nonlocal pseudopotential, would add ⟨a|[v, x]|i⟩ to the right sides of (20) and (14). The moment of ∂ alone would then no longer suffice.

**5. The sum rule**

Equations (9), (10) and (13) give three sums, valid in any finite basis that meets the stability condition:

S_L = Σ f_L = 2x·(A−B)x,
S_V = Σ f_V = 2g·(A−B)⁻¹g,
S_M = Σ f_M = −2x·g. (22)

In a complete basis, (14) makes all three equal to −2x·g. To evaluate it, replace the sum over virtual orbitals by the identity minus the occupied projector:

−2x·g = −2Σ_i ⟨i|x∂|i⟩ + 2Σ_ik x_ik ⟨k|∂|i⟩. (23)

The last sum contracts a symmetric with an antisymmetric matrix and vanishes. In the first, integration by parts gives

⟨i|x∂|i⟩ = ½∫ x ∂(φ_i²) = −½∫ φ_i² = −½. (24)

Each occupied spin orbital contributes 1, so

Σ_n f_n = N (25)

for each Cartesian direction. By (12), at frequencies far above those carrying appreciable strength, α approaches −N/ν², the response of N free electrons.

**6. Finite bases and truncated response**

In a finite basis the sums need not agree. Applying the Cauchy–Schwarz inequality to (A−B)^½x and (A−B)^(−½)g gives

S_L S_V ≥ S_M². (26)

Completeness was used in two ways. The functions xφ_i must lie in the orbital span, and the occupied orbitals must satisfy the Fock equation as functions, not merely after projection on the basis. If only the first condition holds, ⟨a|Fx|i⟩ = ε_a x_ai remains true, but (14) becomes

(A−B)x = −g + ρ, ρ_ai = ⟨a|x(F−ε_i)|i⟩. (27)

The derivation of (23) needs only the first condition. Thus S_M = N can hold while S_L and S_V are wrong.

Setting Y = 0 is the Tamm–Dancoff approximation: AX = ωX with orthonormal X, D = x·X and P = −g·X. Since (14) implies Ax = −g + Bx,

ωD = P + X·(Bx), S_L = 2x·Ax = N + 2x·Bx. (28)

Unless the terms in B happen to vanish, the length and velocity forms no longer agree and the length sum departs from N. The mixed sum survives: completeness of the X gives S_M = −2x·g = N, here and in the uncoupled case that follows, so it does not test the response coupling. Dropping all response coupling, so that the excitation energies are ε_a−ε_i, leaves W uncancelled in (20) and gives S_L = N + 2x·W.

A model with three same-spin fermions in a one-dimensional well tests the spin-orbital proof numerically. Its repulsion is softened, which is permitted because the proof nowhere uses the specific form 1/r₁₂. The largest element of (A−B)x + g is 3×10⁻¹⁰ a.u.; with bare orbital-energy differences in place of A−B it is 0.56 a.u.

**7. The beryllium atom**

For a closed shell, write a singlet mode with equal amplitudes X̄/√2 for the two spins, and likewise Ȳ/√2, where X̄ and Ȳ refer to spatial orbitals. The Coulomb coupling adds over spins, while exchange connects equal spins:

A = (ε_a−ε_i)δ_abδ_ij + 2(ai|bj) − (ab|ij), B = 2(ai|bj) − (aj|bi). (29)

The normalization becomes X̄·X̄ − Ȳ·Ȳ = 1. The two spins contribute equally to (10), giving moments 2/√2 = √2 times the spatial-orbital sums. Triplet modes have opposite amplitudes for the two spins, or flip a spin, and carry no dipole strength.

This separation matters for beryllium. The lowest eigenvalue of the triplet A+B is −0.0096 hartree, so the restricted determinant is unstable towards triplet distortions. In the block of s→p_z excitations, which is all that z reaches, the singlet A+B and A−B are positive definite for every basis below, and the proof applies to the dipole-active modes.

The calculation uses the nonrelativistic restricted Hartree–Fock atom with a fixed nucleus, and n even-tempered s and n p Gaussian exponents. The occupied orbitals are s functions, so z excites them to p_z functions alone. Multiplying an s Gaussian by z gives a p_z Gaussian of the same exponent. Equal exponent sets therefore put zφ_i exactly in the span, the situation of (27). For the lowest singlet excitation, 2s→2p, and for the sums along z:

n | f_L | f_V | S_L | S_V
8 | 1.4502 | 1.1728 | 4.6177 | 3.6188
12 | 1.3836 | 1.3736 | 4.0180 | 3.9856
16 | 1.3775 | 1.3776 | 4.0003 | 3.9997
20 | 1.3777 | 1.3777 | 4.0000 | 4.0000

The mixed sum is 4.0000 in every row, even at n = 8, where the Hartree–Fock energy lies 0.19 hartree above its n = 20 value. It cannot reveal a poor Fock solution. S_L and S_V do deviate for these exponent sets; at n = 8 their product is 16.71, consistent with the bound 16 from (26). They respond only to the residual ρ of (27), however, and ρ can vanish in a poor basis. Take hydrogen with one s Gaussian e^(−αr²) and a p_z Gaussian of the same exponent. The spherical part of zφ_a is proportional to r²e^(−αr²), the derivative of the s function with respect to α. If α minimizes the energy, ρ = 0 and S_L = S_V = 1, although the energy is −0.424 hartree instead of −0.5.

For n = 20, ω₁ = 0.17633 hartree (4.798 eV), |D₁| = 1.97649 bohr and |P₁| = 0.34852 bohr⁻¹. Then

ω₁|D₁| = 0.17633 × 1.97649 = 0.3485 = |P₁|,
f_L = 2 × 0.17633 × (1.97649)² = 1.378,
f_V = 2 × (0.34852)²/0.17633 = 1.378.

The de-excitation part is small, Ȳ·Ȳ = 0.024, yet it matters. With Y = 0 the same transition has f_L = 1.891 and f_V = 0.865, and the sums become 4.869 and 3.421. The length sum agrees with (28), which predicts 4 + 0.869. Without any response coupling the sums are 6.902 and 2.656.

As a separate check on the strengths, (12) at ν = 0 gives a polarizability of 45.62 bohr³. The dipole induced in a Hartree–Fock calculation with a weak static field gives the same value to these digits.

Agreement of the two forms is necessary for a complete basis but does not prove convergence. With (27) in place of (14), the steps of (21) give ω_nD_n − P_n = ρ·w_n, so agreement tests only one projection of the residual ρ. In the table f_L − f_V changes sign between n = 12 and n = 16, and at n = 16 the two forms lie closer to each other than either lies to its n = 20 value. Nor does agreement measure the error of TDHF itself: electron correlation beyond this mean-field response, and relativity, are absent from both forms alike.

Calculated quantities

```
1D model: three same-spin fermions, v = 0.1 x + 0.02 x^4 (a.u.)
1D repulsion: 1/sqrt((x-x')^2 + 1) (a.u.)
1D box length = 16.0 bohr; sine functions = 50
1D occupied-occupied dipole x_12 = 1.13590 bohr
1D max |(A-B)x + g| = 3.0e-10 a.u.
1D max |omega D - P| = 3.1e-10 a.u.
1D max |gap*x + g|, no response coupling = 0.5616 a.u.
1D lowest omega = 0.752927 hartree
1D lowest f: length 2.9149243, velocity 2.9149243 (no unit)
1D sums: length 3.0000000, velocity 3.0000000, mixed 3.0000000 (no unit)
1D length sum with Y=0 = 2.945352 (no unit)
Be: RHF/TDHF, n even-tempered s and n p exponents, 0.01 to 10000 bohr^-2
Be n=8: E(RHF) = -14.381009 hartree, omega_1 = 0.170135 hartree
  f_1: length 1.450184, velocity 1.172780 (no unit)
  sums: length 4.617708, velocity 3.618823, mixed 4.000000 (no unit)
Be n=12: E(RHF) = -14.569964 hartree, omega_1 = 0.176256 hartree
  f_1: length 1.383594, velocity 1.373594 (no unit)
  sums: length 4.018038, velocity 3.985631, mixed 4.000000 (no unit)
Be n=16: E(RHF) = -14.572964 hartree, omega_1 = 0.176337 hartree
  f_1: length 1.377505, velocity 1.377565 (no unit)
  sums: length 4.000303, velocity 3.999742, mixed 4.000000 (no unit)
Be n=20: E(RHF) = -14.572989 hartree, omega_1 = 0.176334 hartree
  f_1: length 1.377711, velocity 1.377714 (no unit)
  sums: length 4.000005, velocity 3.999995, mixed 4.000000 (no unit)
Be values below: largest basis, n=20
omega_1 = 4.7983 eV
|D_1| = 1.976494 bohr; |P_1| = 0.348524 bohr^-1
omega_1 |D_1| = 0.348524 a.u.
X.X = 1.024307; Y.Y = 0.024307 (no unit)
Y=0: omega_1 = 0.185498 hartree
Y=0 f_1: length 1.890962, velocity 0.865329 (no unit)
Y=0 sums: length 4.868859, velocity 3.420556 (no unit)
Y=0 predicted length sum 4+2zBz = 4.868854 (no unit)
Uncoupled sums: length 6.902052, velocity 2.656485 (no unit)
Static polarizability from modes = 45.6166 bohr^3
Static polarizability, finite field = 45.6169 bohr^3
Finite field strength = 0.0005 a.u.
Lowest triplet A+B eigenvalue = -0.009608 hartree
```
